# The Real RHF Orbital Hessian from the Baker-Campbell-Hausdorff Expansion, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Derivation of the gradient and Hessian

### What symmetry fixes

An orbital rotation is described by angles, which have no dimension. The first and second derivatives of the energy with respect to these angles are therefore energies, and each must be built from one-electron and two-electron integrals. Both derivatives are linear in these integrals, because the energy of a given determinant is an expectation value of the Hamiltonian.

Let $i,j,k$ label doubly occupied orbitals and $a,b$ empty ones, all real. The second derivative $W_{ai,bj}$ belongs to two rotations, one mixing $i$ with $a$ and one mixing $j$ with $b$. If the sign of one orbital is reversed, every angle that carries its label changes sign. The element $W_{ai,bj}$ must then change sign once for each of its four labels that refers to this orbital. Reversing $a$, for example, reverses $W_{ai,bj}$ if $b\ne a$ and leaves it unchanged if $b=a$. More generally, $W$ must transform as a tensor when occupied orbitals are mixed among themselves, or empty ones among themselves. Each of the four labels must therefore appear once, either in an integral or in a Kronecker delta. A delta can join $a$ to $b$ or $i$ to $j$, but not an occupied label to an empty one. Hence

$$W_{ai,bj}=\delta_{ij}M_{ab}+\delta_{ab}N_{ij}+s\,\delta_{ab}\delta_{ij}+c_1(ai,bj)+c_2(ab,ij)+c_3(aj,bi).$$

The last three terms are the three ways of distributing four real orbitals over two charge clouds. Symmetry leaves open the matrices $M$ and $N$, the scalar $s$ and the three numbers. The derivation gives $M_{ab}=4F_{ab}$, $N_{ij}=-4F_{ij}$, $s=0$, $c_1=16$ and $c_2=c_3=-4$, where $F$ is the Fock matrix.

### Conventions

The two-electron integrals are written in charge-cloud order,

$$(pq,rs)=\iint \frac{p(1)q(1)\,r(2)s(2)}{r_{12}}\,d1\,d2 .$$

For real orbitals they do not change when $p$ and $q$ are exchanged, when $r$ and $s$ are exchanged, or when the two clouds are exchanged. With $\sigma$ the spin label, define

$$E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma},\qquad F_{pq}=h_{pq}+\sum_k\left[2(pq,kk)-(pk,kq)\right].$$

The reference $|0\rangle$ is a closed-shell determinant with energy $E_0$. It need not be a converged SCF solution. The rotated determinant is $\exp(\hat\kappa)|0\rangle$ with

$$\hat\kappa=X-X^\dagger,\qquad X=\sum_{ai}\kappa_{ai}E_{ai}.$$

The $\kappa_{ai}$ are real and equal for both spins, and each pair $ai$ is counted once. Gradient and Hessian are defined by

$$E(\kappa)=E_0+\sum_{ai}g_{ai}\kappa_{ai}+\frac12\sum_{ai,bj}\kappa_{ai}W_{ai,bj}\kappa_{bj}+O(\kappa^3).\tag{1}$$

### What the exponential does to the orbitals

Write $\hat\kappa=\sum_{pq}K_{pq}E_{pq}$ with $K_{ai}=\kappa_{ai}$, $K_{ia}=-\kappa_{ai}$ and all other elements zero. Since $[E_{rs},a^\dagger_{p\sigma}]=\delta_{sp}a^\dagger_{r\sigma}$,

$$[\hat\kappa,a^\dagger_{p\sigma}]=\sum_q a^\dagger_{q\sigma}K_{qp}.$$

Let $a^\dagger_{p\sigma}(t)=\exp(t\hat\kappa)\,a^\dagger_{p\sigma}\exp(-t\hat\kappa)$. Its derivative is $\exp(t\hat\kappa)[\hat\kappa,a^\dagger_{p\sigma}]\exp(-t\hat\kappa)=\sum_q a^\dagger_{q\sigma}(t)K_{qp}$. This linear equation has the solution

$$a^\dagger_{p\sigma}(1)=\sum_q a^\dagger_{q\sigma}\,(\exp K)_{qp}.$$

The exponential leaves the vacuum unchanged, because $\hat\kappa$ gives zero on it. Rotating the state is therefore the same as replacing the orbital coefficients by $C(\kappa)=C\exp K$. As $K$ is antisymmetric, $\exp K$ is orthogonal and the orbitals stay orthonormal for any $\kappa$.

### The expansion

Let $f(t)=\langle0|\exp(-t\hat\kappa)\hat H\exp(t\hat\kappa)|0\rangle$. Differentiating both exponentials gives

$$f'(t)=\langle0|\exp(-t\hat\kappa)\,[\hat H,\hat\kappa]\,\exp(t\hat\kappa)|0\rangle .$$

A second differentiation puts $[\hat H,\hat\kappa]$ in the place of $\hat H$. The Taylor series of $f$ about $t=0$, taken at $t=1$, is the Baker-Campbell-Hausdorff expansion

$$E(\kappa)=E_0+\langle[\hat H,\hat\kappa]\rangle+\tfrac12\langle[[\hat H,\hat\kappa],\hat\kappa]\rangle+O(\kappa^3).\tag{2}$$

**First order.** Because $\hat\kappa^\dagger=-\hat\kappa$ and all matrix elements are real, $\langle\hat\kappa\hat H\rangle=-\langle\hat H\hat\kappa\rangle$. The commutator therefore gives $2\langle\hat H\hat\kappa\rangle$. The operator $E_{ia}$ tries to remove an electron from an empty orbital, so $X^\dagger|0\rangle=0$ and

$$E_1=2\langle0|\hat HX|0\rangle .\tag{3}$$

**Second order.** Written out, the double commutator is $\hat H\hat\kappa^2-2\hat\kappa\hat H\hat\kappa+\hat\kappa^2\hat H$. The first and last terms have equal expectation values, since $\hat\kappa^2$ is Hermitian. With the factor one half,

$$E_2=\langle\hat H\hat\kappa^2\rangle-\langle\hat\kappa\hat H\hat\kappa\rangle .$$

In the second term $\langle0|\hat\kappa=-(\hat\kappa|0\rangle)^\dagger=-\langle0|X^\dagger$, so it equals $+\langle0|X^\dagger\hat HX|0\rangle$. In the first term

$$\hat\kappa^2|0\rangle=(X-X^\dagger)X|0\rangle=X^2|0\rangle-X^\dagger X|0\rangle .$$

To evaluate $X^\dagger X|0\rangle$ the commutator of two excitation operators is needed. For one spin,

$$a^\dagger_ma_na^\dagger_pa_q=\delta_{np}a^\dagger_ma_q-a^\dagger_ma^\dagger_pa_na_q,$$

$$a^\dagger_pa_qa^\dagger_ma_n=\delta_{mq}a^\dagger_pa_n-a^\dagger_pa^\dagger_ma_qa_n .$$

The two four-operator products are equal, as they differ by two exchanges. Operators of opposite spin contribute nothing to the commutator. Subtracting and summing over spin,

$$[E_{mn},E_{pq}]=\delta_{np}E_{mq}-\delta_{mq}E_{pn}.\tag{4}$$

Since $E_{ia}|0\rangle=0$,

$$E_{ia}E_{bj}|0\rangle=[E_{ia},E_{bj}]|0\rangle=\left(\delta_{ab}E_{ij}-\delta_{ij}E_{ba}\right)|0\rangle=2\delta_{ab}\delta_{ij}|0\rangle .$$

Here $E_{ba}|0\rangle=0$ because $a$ is empty. Further, $E_{ij}|0\rangle=2\delta_{ij}|0\rangle$, because an electron cannot enter a full orbital and $E_{ii}$ counts two electrons. Thus $X^\dagger X|0\rangle=2\sum_{ai}\kappa_{ai}^2|0\rangle$, which contributes $-2E_0\sum_{ai}\kappa_{ai}^2$ to $E_2$. The same number is $-E_0\langle0|X^\dagger X|0\rangle$, so

$$E_2=\langle0|\hat HX^2|0\rangle+\langle0|X^\dagger(\hat H-E_0)X|0\rangle .\tag{5}$$

The first term couples the reference to double substitutions. The second is the energy of the single substitutions relative to the reference.

### Matrix elements between determinants

Capital letters denote spin orbitals, for example $I=i\sigma$. The Hamiltonian is

$$\hat H=\sum_{PQ}h_{PQ}a^\dagger_Pa_Q+\frac12\sum_{PQRS}(PQ,RS)\,a^\dagger_Pa^\dagger_Ra_Sa_Q .$$

An integral vanishes if the two spin orbitals sharing a cloud have different spins. Exchanging $PQ$ with $RS$ gives an equal term, so one of the two may be kept and the factor one half dropped. Let $D$ be a determinant.

*One substitution.* Let $D'=a^\dagger_Pa_QD$ with $P\ne Q$. The two-electron part must remove $Q$ and some spectator $K$, and create $P$ and $K$. The product $a^\dagger_Pa^\dagger_Ka_Ka_Q$ gives $+D'$, and $a^\dagger_Ka^\dagger_Pa_Ka_Q$ gives $-D'$. Therefore

$$\langle D'|\hat H|D\rangle=h_{PQ}+\sum_K\left[(PQ,KK)-(PK,KQ)\right],\tag{6}$$

with $K$ running over the spin orbitals present in both determinants.

*Two substitutions.* Let $D'=a^\dagger_Pa_Qa^\dagger_Ra_SD$ with four different labels. Moving $a_Q$ to the right past two operators gives $a^\dagger_Pa_Qa^\dagger_Ra_S=a^\dagger_Pa^\dagger_Ra_Sa_Q$, so the direct term has sign $+$. Interchanging the two annihilators reverses the sign:

$$\langle D'|\hat H|D\rangle=(PQ,RS)-(PS,RQ).\tag{7}$$

**Gradient.** Apply (6) to $D=|0\rangle$, $D'=a^\dagger_Aa_I|0\rangle$. The sum runs over occupied $K\ne I$, but the term $K=I$ is $(AI,II)-(AI,II)=0$ and may be added. The result is $F_{AI}$, with the Fock matrix in spin orbitals

$$F_{PQ}=h_{PQ}+\sum_{K\,\rm occ}\left[(PQ,KK)-(PK,KQ)\right].$$

For equal spins of $P$ and $Q$, both spins of $K$ enter the Coulomb term and one enters the exchange term, so this is the spatial $F_{pq}$. Summing over the spin of the excited electron gives $\langle0|\hat HE_{ai}|0\rangle=2F_{ai}$. With (3),

$$g_{ai}=4F_{ai}.\tag{8}$$

One factor of two comes from spin and the other from the two terms of the commutator.

**Double substitutions.** Equation (7) gives $(AI,BJ)-(AJ,BI)$. It also covers $A=B$ or $I=J$, where state and formula both vanish. Let $I,A$ have spin $\sigma$ and $J,B$ spin $\tau$. The first integral survives for all four spin combinations, the second for the two with $\sigma=\tau$:

$$\langle0|\hat HE_{ai}E_{bj}|0\rangle=4(ai,bj)-2(aj,bi).\tag{9}$$

**Single substitutions.** Consider $\langle0|a^\dagger_Ia_A(\hat H-E_0)a^\dagger_Ba_J|0\rangle$. There are four cases.

1. $A\ne B$, $I\ne J$. The left determinant is $a^\dagger_Aa_Ia^\dagger_Ja_B$ acting on the right one. Equation (7) gives $(AI,BJ)-(AB,IJ)$.
2. $A\ne B$, $I=J$. The left determinant is $a^\dagger_Aa_B$ acting on the right one, and the spectators are all occupied $K\ne I$. Equation (6) gives $F_{AB}-(AB,II)+(AI,BI)$.
3. $A=B$, $I\ne J$. Reordering gives $a^\dagger_Ja_Ia^\dagger_Aa_J|0\rangle=-a^\dagger_Aa_I|0\rangle$, hence a minus sign. The spectators are $A$ and the occupied $K\ne I,J$. The terms $K=I$ and $K=J$ vanish and may be added. The result is $-F_{IJ}-(AA,IJ)+(AI,AJ)$.
4. $A=B$, $I=J$. A determinant has energy $\sum_Kh_{KK}+\frac12\sum_{KL}[(KK,LL)-(KL,LK)]$. Removing $I$ changes it by $-F_{II}$. Adding $A$ next to the remaining electrons changes it by $F_{AA}-(AA,II)+(AI,AI)$.

All four are contained in $\delta_{IJ}F_{AB}-\delta_{AB}F_{IJ}+(AI,BJ)-(AB,IJ)$. In the spin sum, $(AI,BJ)$ survives four times and the other terms twice:

$$\langle0|E_{ia}(\hat H-E_0)E_{bj}|0\rangle=2\left[\delta_{ij}F_{ab}-\delta_{ab}F_{ij}+2(ai,bj)-(ab,ij)\right].\tag{10}$$

### The Hessian

Adding (9) and (10) in (5) gives

$$E_2=2\sum_{ai,bj}\kappa_{ai}\kappa_{bj}\left[\delta_{ij}F_{ab}-\delta_{ab}F_{ij}+4(ai,bj)-(ab,ij)-(aj,bi)\right].$$

The bracket is symmetric under exchange of $ai$ with $bj$, so it can be compared term by term with $\frac12\kappa W\kappa$ in (1). The prefactor doubles:

$$W_{ai,bj}=4\left[\delta_{ij}F_{ab}-\delta_{ab}F_{ij}+4(ai,bj)-(ab,ij)-(aj,bi)\right].\tag{11}$$

Canonical orbitals have $F_{ab}=e_a\delta_{ab}$ and $F_{ij}=e_i\delta_{ij}$, with $e_p$ the orbital energies. Then

$$W_{ai,bj}=4\left[(e_a-e_i)\delta_{ab}\delta_{ij}+4(ai,bj)-(ab,ij)-(aj,bi)\right].\tag{12}$$

## Part 2. Meaning, limits and use

### Symbols and results carried over

Orbitals are real. Labels $i,j,k$ are doubly occupied and $a,b$ empty; $(pq,rs)$ is a two-electron integral in charge-cloud order; $F$ is the closed-shell Fock matrix, with eigenvalues $e_p$ in canonical orbitals. The orbitals are rotated as $C\exp K$, with $K_{ai}=\kappa_{ai}=-K_{ia}$. Each $\kappa_{ai}$ is an independent real angle, the same for both spins. The gradient is $g_{ai}=4F_{ai}$ and the Hessian $W_{ai,bj}$ is given by (11), or by (12) for canonical orbitals. With $X=\sum\kappa_{ai}E_{ai}$, the second-order energy is $\langle\hat HX^2\rangle+\langle X^\dagger(\hat H-E_0)X\rangle$.

### A check by hand

For two electrons in one orbital $i$, with one empty orbital $a$, the rotation is $\phi=i\cos\theta+a\sin\theta$. The energy is $2h_{\phi\phi}+(\phi\phi,\phi\phi)$. To second order in $\theta$, the even terms are

$$2h_{\phi\phi}\to2h_{ii}+2\theta^2(h_{aa}-h_{ii}),$$

$$(\phi\phi,\phi\phi)\to(1-2\theta^2)(ii,ii)+\theta^2\left[2(aa,ii)+4(ai,ai)\right].$$

The second derivative is therefore

$$4(h_{aa}-h_{ii})-4(ii,ii)+4(aa,ii)+8(ai,ai).$$

Equation (11) must give the same. Here $F_{ii}=h_{ii}+(ii,ii)$ and $F_{aa}=h_{aa}+2(aa,ii)-(ai,ai)$. The diagonal element is $4[F_{aa}-F_{ii}+3(ai,ai)-(aa,ii)]$. Inserting $F$ leaves $(aa,ii)$ with coefficient $4(2-1)=4$ and $(ai,ai)$ with $4(-1+3)=8$, in agreement.

### The two-electron terms as a response of the field

The Hessian is the rate of change of the gradient, and this gives its terms a direct meaning. To first order the rotated orbitals are

$$i'=i+\sum_b b\,\kappa_{bi},\qquad a'=a-\sum_j j\,\kappa_{aj}.$$

The Fock element between them changes for two reasons: the orbitals change, and the field changes with the density. Thus

$$F_{a'i'}-F_{ai}=\sum_bF_{ab}\kappa_{bi}-\sum_j\kappa_{aj}F_{ji}+\delta F_{ai}.\tag{13}$$

Let $C_o$ and $C_v$ hold the occupied and empty orbital coefficients. Set $D=C_v\kappa C_o^T$ and $S=D+D^T$. The closed-shell density matrix is $P=2C_oC_o^T$, so its first-order change is $\delta P=2S$. Define $J[S]_{pq}=\sum_{rs}(pq,rs)S_{rs}$ and $K[S]_{pq}=\sum_{rs}(pr,qs)S_{rs}$. The letter $K$ with a bracket is this exchange matrix, not the rotation generator. The field changes by

$$\delta F=J[\delta P]-\tfrac12K[\delta P]=2J[S]-K[S].$$

The sums in (11) have the same content. The term $\sum_{bj}(ai,bj)\kappa_{bj}$ is $J[D]_{ai}=\frac12J[S]_{ai}$. The terms with $(ab,ij)$ and $(aj,bi)$ give $K[D]_{ai}$ and $K[D^T]_{ai}$, whose sum is $K[S]_{ai}$. Hence

$$(W\kappa)_{ai}=4\left[F_{vv}\kappa-\kappa F_{oo}+C_v^T\left(2J[S]-K[S]\right)C_o\right]_{ai}.\tag{14}$$

Here $F_{vv}$ and $F_{oo}$ are the empty and occupied blocks of the Fock matrix. The Fock part of the Hessian is the cost of rotating in a frozen field. The two-electron part is the change of the field caused by the rotation.

Equation (14) is also the form to program for large systems. It needs one Coulomb and one exchange matrix for the symmetric density $S$, and no four-index integrals in the orbital basis. The full matrix (11) has $(n_on_v)^2$ elements for $n_o$ occupied and $n_v$ empty orbitals.

For a diagonal element in canonical orbitals,

$$W_{ai,ai}=4\left[e_a-e_i+3(ai,ai)-(aa,ii)\right].\tag{15}$$

The integral $(ai,ai)$ is the self-repulsion of the charge cloud $ai$, which is positive, and it stiffens the rotation. The integral $(aa,ii)$ is the repulsion between the densities of $a$ and $i$, and it enters with a minus sign. Its origin is visible in case 4 of Part 1: the energy $e_a$ includes repulsion from all occupied electrons, one of which has left when $a$ is filled.

The gradient and Hessian for closed-shell orbital rotations have now been derived, the Hessian has been checked by hand for two electrons in two orbitals, and its two-electron terms have been identified as the response of the field. What remains is its behavior away from convergence, the instabilities it cannot detect, the Newton step, and numerical tests on water.
